\section*{Hückel gap of two twisted phenyl rings: first order and exact}

\section*{Question}

I am trying to understand how ring twist affects the gap of aromatic low-$k$ polymers. An exercise takes two phenyl rings joined by one bond and twisted by an angle $\theta$. It asks me to show that first-order inter-ring Hückel coupling reduces the benzene gap $2|\beta|$ by $\tfrac23|\beta|\cos\theta$, and to compare this with exact planar biphenyl.

I am stuck in two places. The coupling $V$ connects an atom on one ring to an atom on the other, so for an orbital $\psi$ confined to one ring I get $\langle\psi|V|\psi\rangle=0$. How can there be a first-order shift at all? And when I diagonalize the planar $12\times12$ matrix, the gap is not $2|\beta|-\tfrac23|\beta|$. Is my matrix wrong, or the formula?

\section*{Answer}

Neither is wrong. Your zero is a diagonal element, but the two rings have degenerate levels, so the first-order shifts are eigenvalues of $V$ within the whole degenerate set. The formula is then the leading term of an expansion in the coupling, and for planar rings the later terms are visible.

\subsection*{The model and the factor $\cos\theta$}

Each carbon carries one $p$ orbital perpendicular to its ring. The orbitals are treated as orthonormal, all with energy $\alpha$, and neighbours in a ring are coupled by $\beta<0$. I write energies as
\begin{equation}
E=\alpha+x\beta ,
\end{equation}
so a larger $x$ means a lower energy. Each carbon supplies one electron.

Let the linking bond lie along $z$, with the $p$ orbital of the first linking atom along $x$. On the second ring the orbital is rotated:
\begin{equation}
p'=\cos\theta\,p_x+\sin\theta\,p_y .
\end{equation}
Take the effective operator $h$ of the bond to be symmetric about $z$. Reflection $y\to-y$ leaves $h$ and $p_x$ unchanged but reverses $p_y$, so $\langle p_x|h|p_y\rangle=0$ and
\begin{equation}
\langle p_x|h|p'\rangle=\cos\theta\,\langle p_x|h|p_x'\rangle\equiv k\beta,\qquad k=\cos\theta .
\end{equation}
Here $p_x'$ is the unrotated orbital on the second atom. The last step assumes that the untwisted link has the same integral $\beta$ as a ring bond; I return to this below. Take $0\le\theta\le90^\circ$ for now.

\subsection*{Which benzene orbitals feel the link?}

Number the atoms of a ring $j=0,\dots,5$, with the link at $j=0$. The cyclic equation $xc_j=c_{j-1}+c_{j+1}$ is solved by $c_j\propto e^{i\pi mj/3}$, with
\begin{equation}
x_m=2\cos\frac{\pi m}{3}:\qquad x=2,\;1,\;1,\;-1,\;-1,\;-2 .
\end{equation}
Six electrons fill $x=2,1,1$, so the benzene gap runs from $x=1$ to $x=-1$ and equals $2|\beta|$.

In each degenerate pair we may use real combinations. For $x=1$,
\begin{equation}
S_j=\frac{1}{\sqrt3}\cos\frac{\pi j}{3},\qquad
N_j=\frac{1}{\sqrt3}\sin\frac{\pi j}{3}.
\end{equation}
The factor $1/\sqrt3$ normalizes them, because the squared cosines, and likewise the squared sines, sum to 3. At the linking atom $S_0=1/\sqrt3$ and $N_0=0$. For $x=-1$, replace $\pi j/3$ by $2\pi j/3$; the values at $j=0$ are the same. Thus one orbital of each frontier pair has weight $1/3$ at the link and the other has a node there. The orbitals at $x=\pm2$ are spread evenly, with weight $1/6$ per atom.

\subsection*{First-order result}

At $x=1$ the uncoupled rings A and B have four degenerate orbitals: $S_A,S_B,N_A,N_B$. The nodes remove $N_A$ and $N_B$ from the problem. The one nonzero element is
\begin{equation}
\langle S_A|V|S_B\rangle=\frac1{\sqrt3}\,(k\beta)\,\frac1{\sqrt3}=\frac{k\beta}{3}.
\end{equation}
In the basis $(S_A,S_B)$ the perturbation is therefore
\begin{equation}
V=\frac{k\beta}{3}\begin{pmatrix}0&1\\1&0\end{pmatrix},
\end{equation}
with eigenvalues $\pm k\beta/3$ and eigenvectors $(S_A\pm S_B)/\sqrt2$. Your zeros are the diagonal entries; the shift comes from the off-diagonal ones.

The four levels become $x=1+k/3,\,1,\,1,\,1-k/3$. All four are filled. Since $\beta$ is negative, the highest in energy has the smallest $x$, which is the out-of-phase combination:
\begin{equation}
E_{\rm HOMO}=\alpha+\beta-\frac{k\beta}{3}
=\alpha-|\beta|+\frac{k|\beta|}{3}.
\end{equation}
At $x=-1$ the splitting is the same, and the lowest empty level is the in-phase combination:
\begin{equation}
E_{\rm LUMO}=\alpha-\beta+\frac{k\beta}{3}
=\alpha+|\beta|-\frac{k|\beta|}{3}.
\end{equation}
Subtracting,
\begin{equation}
E_{\rm gap}=2|\beta|-\frac23|\beta|\cos\theta+O(\cos^2\theta).
\label{eq:first}
\end{equation}
One third comes from the filled level moving up and one third from the empty level moving down. Diagonalizing the full $12\times12$ matrix at $k=10^{-5}$ gives a slope $dE_{\rm gap}/dk=-0.66667\,|\beta|$, in agreement.

For $\theta>90^\circ$, $k$ is negative. Reversing the sign of every orbital on one ring restores a positive coupling without changing the energies, so $\cos\theta$ in \eqref{eq:first} becomes $|\cos\theta|$. At $90^\circ$ the rings decouple in this model and the benzene gap returns.

\subsection*{Exact solution of the same model}

The two rings are equivalent, so take eigenvectors that are in phase ($s=+1$) or out of phase ($s=-1$) between them. Each case is then a single ring with an extra term $sk$ on atom 0. If $A$ is the ring matrix in units of $\beta$ and $|0\rangle$ is the linking orbital,
\begin{equation}
(x-A)c=sk\,c_0|0\rangle .
\end{equation}
For $c_0\ne0$, apply $(x-A)^{-1}$, take the component on atom 0 and divide by $c_0$:
\begin{equation}
1=sk\,G(x),\qquad G(x)=\langle0|(x-A)^{-1}|0\rangle .
\end{equation}
The weights found above give
\begin{align}
G(x)&=\frac16\left(\frac1{x-2}+\frac1{x+2}\right)
+\frac13\left(\frac1{x-1}+\frac1{x+1}\right)\nonumber\\
&=\frac{x}{3(x^2-4)}+\frac{2x}{3(x^2-1)}\nonumber\\
&=\frac{x\,[(x^2-1)+2(x^2-4)]}{3(x^2-1)(x^2-4)}
=\frac{x(x^2-3)}{(x^2-1)(x^2-4)} .
\end{align}
For the out-of-phase case, $s=-1$, this becomes
\begin{equation}
F(x)=(x^2-1)(x^2-4)+kx(x^2-3)=0 .
\label{eq:exact}
\end{equation}

To see which root is the HOMO, follow the sign of $F$ for $0<k\le1$. It is positive at large $|x|$, and
\begin{equation}
\begin{aligned}
F(-2)&=-2k, & F(-\sqrt3)&=-2, & F(-1)&=2k, & F(0)&=4,\\
F(1)&=-2k, & F(\sqrt3)&=-2, & F(2)&=2k. & &
\end{aligned}
\end{equation}
The four roots therefore lie below $-2$, in $(-\sqrt3,-1)$, in $(0,1)$ and in $(\sqrt3,2)$. Changing $s$ is the same as changing $x$ to $-x$, so the in-phase roots are the negatives of these. Adding the node orbitals, two at $x=1$ and two at $x=-1$, gives six levels with $x>0$ and six with $x<0$. The 12 electrons fill the first six. The smallest positive $x$ is the root $r$ in $(0,1)$, the largest negative one is $-r$, and
\begin{equation}
E_{\rm gap}=2r|\beta| .
\end{equation}

For planar biphenyl, $k=1$ and \eqref{eq:exact} reads
\begin{equation}
x^4+x^3-5x^2-3x+4=0,\qquad r=0.70462 .
\end{equation}
The exact Hückel gap is $1.409|\beta|$, against $\tfrac43|\beta|=1.333|\beta|$ from first order. The reduction is $0.591|\beta|$ instead of $0.667|\beta|$, so first order overstates it by 12.9\% of the exact reduction. Over angle, in units of $|\beta|$:

\begin{center}
\begin{tabular}{cccc}
$\theta$ & $\cos\theta$ & first order & exact\\
\hline
$0^\circ$ & 1.000 & 1.333 & 1.409\\
$40^\circ$ & 0.766 & 1.489 & 1.530\\
$60^\circ$ & 0.500 & 1.667 & 1.682\\
$80^\circ$ & 0.174 & 1.884 & 1.886\\
$90^\circ$ & 0 & 2.000 & 2.000
\end{tabular}
\end{center}

\subsection*{Why first order does so well}

Put $x=1+\delta$ in $1=-kG$ and separate the pole at $x=1$:
\begin{equation}
1=-k\left[\frac1{3\delta}+R(x)\right],\qquad
R(x)=\frac1{6(x-2)}+\frac1{6(x+2)}+\frac1{3(x+1)} .
\end{equation}
Multiplying by $\delta$ and collecting terms gives
\begin{equation}
\delta=-\frac{k}{3}\,\frac1{1+kR(1+\delta)} .
\end{equation}
The required values are
\begin{align}
R(1)&=-\frac16+\frac1{18}+\frac16=\frac1{18},\\
R'(1)&=-\frac16-\frac1{54}-\frac1{12}=-\frac{29}{108}.
\end{align}
With $\delta\simeq-k/3$ inside $R$, we have $R=\frac1{18}+\frac{29k}{324}+O(k^2)$. Expanding the fraction as $1-kR+k^2R^2$ then gives
\begin{align}
r&=1-\frac k3+\frac{k^2}{3}\left(\frac1{18}+\frac{29k}{324}\right)
-\frac{k^3}{3}\,\frac1{324}+O(k^4)\nonumber\\
&=1-\frac k3+\frac{k^2}{54}+\frac{7k^3}{243}+O(k^4).
\end{align}
The second-order term is small because of a cancellation in $R(1)$. The deep level at $x=2$ pushes the HOMO up in energy, the empty level at $x=-1$ pushes it down by the same amount, and the small contribution of $x=-2$ is left. At $k=1$ the third-order term is larger than the second. The series through third order gives $0.7140$, so the remaining terms must together contribute about $-0.009$.

\subsection*{Numbers for a polyphenylene dielectric}

Take $|\beta|=2.5$ eV and $\theta=40^\circ$, both rough values for a phenyl--phenyl link without ortho substituents (crowded links twist further). Then
\begin{equation}
E_{\rm gap}^{(1)}=5.000-\frac23(2.5)(0.766)=3.723\ {\rm eV},
\end{equation}
while the exact model gives $1.5304\times2.5=3.826$ eV. Planar rings give 3.333 eV to first order and 3.523 eV exactly.

Flattening an isolated pair from $40^\circ$ thus raises its HOMO, and lowers its LUMO, by $(3.826-3.523)/2\approx0.15$ eV. This is 4 to 5 times $k_BT=0.033$ eV at 378 K. This compares isolated pairs and is not the depth of a trap in a long chain, where the frontier orbitals already spread over many rings. In the same model, flattening one link in the middle of an 80-ring chain, with $40^\circ$ at every other link, moves each frontier level by only about 0.03 eV, slightly less than $k_BT$. Both estimates leave out the relaxation around a trapped charge.

\subsection*{How far this carries over to a real film}

A real polyphenylene film departs from the model in several ways. Each change below is made separately, with the other settings held fixed.

\begin{itemize}
\item \emph{Longer link.} The link is roughly 1.49~\AA, against 1.40~\AA\ in the ring. If the integral scales with the $\pi$ overlap of Slater $2p$ orbitals (exponent 1.625 per bohr), it falls by a factor 0.86. The $40^\circ$ gap rises from 3.83 to 3.98 eV, more than the error of first order at that angle.

\item \emph{Thermal twisting.} I used the model potential $V_0(\cos2\theta-\cos80^\circ)^2$ with $V_0=0.08$ eV, which has barriers of 0.055 eV at $0^\circ$ and 0.110 eV at $90^\circ$. At 378 K the mean gap is 3.85 eV and its standard deviation 0.25 eV. The mean hardly moves. Each frontier level moves by half the change in the gap, so its standard deviation is about 0.12 eV, comparable to the 0.15 eV shift found above for an isolated pair. A single twist angle is therefore a poor description of a collection of such pairs. A long chain averages over its links: for 40 rings with independent twists from the same distribution, the standard deviation of the gap is only about 0.08 eV, but the mean gap lies about 0.14 eV below that of a chain with $40^\circ$ at every link. This lowering grows with length, from about 0.04 eV for 10 rings to about 0.24 eV for 200.

\item \emph{Field.} A field of 1 MV/cm along the pair changes the gap by $-0.6$ meV, which is negligible for two rings. The effect grows quickly with length: for a ten-ring chain lying along the same field, with $40^\circ$ at every link, it is about $-0.09$ eV.

\item \emph{More rings.} In para-linked chains with $40^\circ$ between neighbours, the gap falls to 3.37 eV for three rings and 2.69 eV for forty. This exceeds the other corrections at the lengths quoted above, although for a straight forty-ring chain the unscreened 1 MV/cm field would lower the orbital gap by a comparable amount, about 1.3 eV. The two-ring formula should not be used for a long conjugated segment.
\end{itemize}

The chain trend follows from the same argument. The orbital $S$ has magnitude $1/\sqrt3$ at the para atom too, and $N$ has a node there. With suitable signs, $n$ rings form a chain with coupling $k\beta/3$. Amplitudes $\sin[\pi qm/(n+1)]$ on ring $m$, which vanish just beyond both ends, give shifts $\frac{2k\beta}{3}\cos\frac{\pi q}{n+1}$ with $q=1,\dots,n$. Hence, to first order,
\begin{equation}
E_{\rm gap}(n)=2|\beta|-\frac43|\beta|\cos\theta\,\cos\frac{\pi}{n+1}.
\end{equation}
For $n=2$ the last cosine is $1/2$ and \eqref{eq:first} returns. For $n=3$ the formula gives 3.19 eV, against 3.37 eV from the full matrix.

The largest uncertainty is in the absolute gap. Hückel theory has no explicit electron repulsion. Restricted Hartree--Fock in the minimal STO-3G basis, with fixed regular rings, gives 14.84 eV for benzene and 12.16, 12.73 and 14.57 eV for biphenyl at $0^\circ$, $40^\circ$ and $90^\circ$. These numbers are not converged in the basis: the larger 6-31G basis gives 12.98 eV for benzene and 12.49 eV for biphenyl at $90^\circ$, lower by about 2 eV. They also omit correlation and polarization by the surrounding solid, so they are not predictions of a measured gap. They do show how strongly the absolute value depends on the treatment. Neither set of orbital gaps is an optical gap, which also contains the electron--hole attraction.

The relative twist trend agrees better, at least in the STO-3G basis. Measured from the $90^\circ$ value, Hartree--Fock keeps $(14.57-12.73)/(14.57-12.16)=0.76$ of the planar reduction at $40^\circ$; exact Hückel keeps 0.795, and the first-order law keeps $\cos40^\circ=0.77$. The share 0.76 is a single-basis value; the planar reduction in its denominator falls from 2.41 eV in STO-3G to 1.88 eV in 6-31G. Nor is that reduction shared equally between the two levels, as it is in H\"uckel theory: in 6-31G the HOMO rises by 1.09 eV and the LUMO falls by 0.80 eV. A further difference: at $90^\circ$ the Hartree--Fock gap is still 0.27 eV below that of benzene (0.50 eV in 6-31G), whereas the Hückel difference is zero. Coupling through the $\sigma$ bonds, absent from the Hückel model, is a possible cause, but I have not isolated it. The remaining values are in the numerical output below.

\section*{Calculated quantities}
\begin{verbatim}
Frontier-pair weight on linking atom: 0.333333
Slope d(gap)/dk at k=0: -0.66667 |beta|
theta (deg), cos(theta), first-order gap, exact gap (|beta|):
   0  1.0000  1.3333  1.4092
  20  0.9397  1.3735  1.4394
  40  0.7660  1.4893  1.5304
  60  0.5000  1.6667  1.6819
  80  0.1736  1.8842  1.8856
  90  0.0000  2.0000  2.0000
Planar: exact frontier root x = 0.70462
Planar: x through third order = 0.71399
Planar: gap reduction, first order = 0.6667 |beta|
Planar: gap reduction, exact = 0.5908 |beta|
First order overstates reduction by 12.9 %
Input |beta| = 2.50 eV, twist = 40 deg
Benzene gap = 5.000 eV
Twisted pair, first-order gap = 3.723 eV
Twisted pair, exact gap = 3.826 eV
Planar pair, first-order gap = 3.333 eV
Planar pair, exact gap = 3.523 eV
Frontier level shift, 40 deg to planar = 0.151 eV
Thermal energy kT at 378 K = 0.0326 eV
Bond lengths: ring 1.40, link 1.49, C-H 1.09 angstrom
Slater 2p exponent = 1.625 1/bohr
Pi overlap ratio link/ring = 0.8575
Twisted gap with weaker link = 3.977 eV
Planar gap with weaker link = 3.704 eV
Torsional strength = 0.080 eV
Torsional barrier at 0 deg = 0.055 eV
Torsional barrier at 90 deg = 0.110 eV
Thermal mean gap = 3.850 eV, spread = 0.248 eV
Gap change in 1.0 MV/cm = -0.634 meV
Para chain of 3 rings at 40 deg: gap = 3.371 eV
Para chain of 5 rings at 40 deg: gap = 3.013 eV
Para chain of 40 rings at 40 deg: gap = 2.688 eV
RHF/STO-3G benzene gap = 14.84 eV
RHF/STO-3G biphenyl gap at 0 deg = 12.16 eV
RHF/STO-3G biphenyl gap at 40 deg = 12.73 eV
RHF/STO-3G biphenyl gap at 90 deg = 14.57 eV
Share of planar reduction left at 40 deg, RHF = 0.764
Share of planar reduction left at 40 deg, Hueckel = 0.795
\end{verbatim}
